\section*{How many one-debye dipoles make a half-volt interface step?}

\section{Problem}

If the other charges in a gate stack are held fixed, a thin, wide layer of aligned dipoles at an interface shifts the electrostatic potential on one side relative to the other. Consider such a layer, flat and laterally uniform, with $N$ identical dipoles per unit area. Each has a moment of magnitude $p=1$ debye along the layer normal. The normal is the $z$ axis, and the dipole vector, drawn from negative to positive charge, points along $+z$.

What density $N$ gives a potential step $\Delta V=0.5$ V if there is no dielectric screening?

Three conditions make the question definite.
\begin{itemize}
\item ``No dielectric screening'' means that $p$ is the total moment of each dipole as it sits in the layer, and that no other medium responds to it. The permittivity is then the vacuum value $\varepsilon_0$ everywhere.
\item The layer is neutral and no external field is applied.
\item The layer is much wider than the distance from it at which the potential is read.
\end{itemize}
The step is defined as
\begin{equation}
\Delta V = V(\text{far on the }+z\text{ side})-V(\text{far on the }-z\text{ side}),
\label{eq:def}
\end{equation}
where ``far'' means far compared with the dipole spacing, but still close compared with the width of the layer.

\section{First estimate by scaling}

Suppose that $N$ depends on $\varepsilon_0$, $\Delta V$ and $p$ alone. This leaves out the distance between the charges in a dipole and the width of the layer, an omission to be checked later. Write
\begin{equation}
N = C\,\varepsilon_0^{\alpha}\,(\Delta V)^{\beta}\,p^{\gamma},
\end{equation}
with a pure number $C$. The units are C\,V$^{-1}$\,m$^{-1}$ for $\varepsilon_0$, V for $\Delta V$, C\,m for $p$ and m$^{-2}$ for $N$. Matching the powers of coulomb, volt and metre gives
\begin{align}
\alpha+\gamma &= 0, & -\alpha+\beta &= 0, & -\alpha+\gamma &= -2 .
\end{align}
The first equation gives $\gamma=-\alpha$. The third then reads $-2\alpha=-2$, so $\alpha=1$ and $\gamma=-1$, and the second gives $\beta=1$. Hence
\begin{equation}
N = C\,\frac{\varepsilon_0\,\Delta V}{p}.
\label{eq:scaling}
\end{equation}
With $\varepsilon_0\approx 9\times10^{-12}$ F/m, $p\approx 3\times10^{-30}$ C\,m and $C=1$, this is about $1.5\times10^{18}$ m$^{-2}$.

Scaling cannot supply $C$. One crude way to guess it is to keep a single dipole. Let $a=1/\sqrt N$ be the typical spacing. At a height $a$ straight above a dipole, that dipole alone produces the potential $p/(4\pi\varepsilon_0a^2)=Np/(4\pi\varepsilon_0)$. At the mirror point below, the sign is reversed. The difference is $Np/(2\pi\varepsilon_0)$, and setting it equal to $\Delta V$ gives $C=2\pi$, or about $9\times10^{18}$ m$^{-2}$.

The two guesses agree on how $N$ depends on the data but differ by a factor of six. The number $C$ has to be calculated.

\section{Exact solution}

\subsection{The debye in SI units}

One debye is $10^{-18}$ statcoulomb centimetre. Two charges of one statcoulomb, placed $10^{-2}$ m apart in vacuum, repel each other with a force of $10^{-5}$ N. Coulomb's law therefore fixes the statcoulomb $q_{\rm s}$:
\begin{align}
\frac{q_{\rm s}^2}{4\pi\varepsilon_0(10^{-2}\,\text{m})^2} &= 10^{-5}\,\text{N},\\
q_{\rm s} &= 10^{-2}\,\text{m}\,\sqrt{4\pi\varepsilon_0\times10^{-5}\,\text{N}}
= 3.33564\times10^{-10}\,\text{C}.
\end{align}
Multiplying by $10^{-18}$ and by $10^{-2}$ m for the centimetre gives
\begin{equation}
1\,\text{D}=3.33564\times10^{-30}\,\text{C\,m}.
\end{equation}

\subsection{Two charged sheets}

Represent each dipole by charges $+q$ at $z=d/2$ and $-q$ at $z=-d/2$, so that $p=qd$. Smear the charges laterally. The layer becomes two sheets with charge per area $+Nq$ and $-Nq$.

By Gauss's law, a single wide sheet of charge density $\sigma$ has a field of magnitude $|\sigma|/(2\varepsilon_0)$ on each side, pointing away from a positive sheet and towards a negative one. Outside the pair, the two fields are opposite and cancel. Between the sheets, the field of the positive upper sheet points down, and so does the field of the negative lower sheet. They add to
\begin{equation}
E_z=-\frac{Nq}{2\varepsilon_0}-\frac{Nq}{2\varepsilon_0}=-\frac{Nq}{\varepsilon_0}.
\label{eq:field}
\end{equation}
Since $E_z=-dV/dz$, the step is
\begin{equation}
\Delta V=-\int_{-d/2}^{d/2}E_z\,dz=\frac{Nq}{\varepsilon_0}\,d=\frac{Np}{\varepsilon_0}.
\label{eq:step}
\end{equation}
The potential is higher on the side to which the dipoles point. An electron has potential energy $-eV$, so its energy is lower there by $e\,\Delta V$. Reversing all dipoles reverses both signs.

\subsection{Any charge profile}

Real dipoles are not pairs of sheets. Let $\rho(z)$ be the charge density averaged over the lateral directions, and $E(z)$ the normal field averaged in the same way. For a laterally periodic layer, the lateral derivatives in Gauss's law average to zero over one period, which leaves
\begin{equation}
\frac{dE}{dz}=\frac{\rho(z)}{\varepsilon_0}.
\label{eq:gauss}
\end{equation}
Take limits $\pm L$ outside the charge. There $E(\pm L)=0$, because the layer is neutral and no external field is present. Integration by parts gives
\begin{align}
\Delta V &= -\int_{-L}^{L}E\,dz
= -\Big[zE\Big]_{-L}^{L}+\int_{-L}^{L}z\,\frac{dE}{dz}\,dz \nonumber\\
&= \frac{1}{\varepsilon_0}\int_{-L}^{L}z\,\rho(z)\,dz .
\label{eq:moment}
\end{align}
The last integral is the normal dipole moment per unit area. Neutrality makes it independent of the choice of origin: a shift of $z$ by $z_0$ adds $z_0\int\rho\,dz=0$. With $N$ dipoles of moment $p$ per area it equals $Np$, and Eq.~(\ref{eq:step}) is recovered. The shape of the charge distribution and the separation $d$ matter only through $p$, which justifies leaving $d$ out of the scaling argument.

As a test, Poisson's equation was solved on a grid for a smooth profile whose positive and negative parts have different widths. At the density found below, the solution has a step of $0.500$ V and a flat potential outside the charge.

\subsection{The density}

Solving Eq.~(\ref{eq:step}) for $N$ gives
\begin{equation}
\boxed{N=\frac{\varepsilon_0\,\Delta V}{p}}
\label{eq:N}
\end{equation}
so that $C=1$ in Eq.~(\ref{eq:scaling}). The numbers are
\begin{align}
N&=\frac{(8.854\times10^{-12}\,\text{F/m})(0.500\,\text{V})}{3.336\times10^{-30}\,\text{C\,m}}\nonumber\\
&=1.33\times10^{18}\,\text{m}^{-2}=1.33\times10^{14}\,\text{cm}^{-2}.
\end{align}
The units work out because a farad is a coulomb per volt: the numerator is in C/m, and division by C\,m leaves m$^{-2}$. One square metre contains $10^4$ square centimetres, hence the last conversion.

Each dipole has an area $1/N=7.53\times10^{-19}$ m$^2$ to itself. On a square lattice the spacing is $a=1/\sqrt N=8.68\times10^{-10}$ m. If the moment is represented by charges $+e$ and $-e$, their separation is
\begin{equation}
d=\frac{p}{e}=\frac{3.336\times10^{-30}\,\text{C\,m}}{1.602\times10^{-19}\,\text{C}}=2.08\times10^{-11}\,\text{m},
\end{equation}
about one fortieth of the spacing. The smeared field between the sheets then has the magnitude $Ne/\varepsilon_0=2.40\times10^{10}$ V/m, and its product with $d$ returns $0.500$ V. This large field belongs to the chosen representation. With charges $\pm e/4$ four times as far apart, it would be four times smaller and the step would be the same. It is also a lateral average, not the field at a particular atom.

\section{Comparison of estimate and solution}

\subsection{Why one dipole is not enough}

The scaling form was right, and the guess $C=1$ happened to be right as well. The single-dipole guess $C=2\pi$ was too large. Adding the dipoles ring by ring shows what it missed.

At height $z$ and lateral distance $s$, a pair of charges has the potential
\begin{equation}
v=\frac{q}{4\pi\varepsilon_0}\left[\frac{1}{\sqrt{s^2+(z-d/2)^2}}-\frac{1}{\sqrt{s^2+(z+d/2)^2}}\right].
\end{equation}
For $d$ small compared with the distance, the bracket is $-d$ times the $z$ derivative of $(s^2+z^2)^{-1/2}$ to leading order. That derivative is $-z(s^2+z^2)^{-3/2}$, so
\begin{equation}
v\simeq\frac{p}{4\pi\varepsilon_0}\,\frac{z}{(s^2+z^2)^{3/2}} .
\label{eq:point}
\end{equation}
A ring of radius $s$ and width $ds$ contains $2\pi sN\,ds$ dipoles. For a disc of radius $R$ and a point on its axis with $z>0$,
\begin{align}
V(z)&=\frac{Np\,z}{2\varepsilon_0}\int_0^R\frac{s\,ds}{(s^2+z^2)^{3/2}}
=\frac{Np\,z}{2\varepsilon_0}\left[-\frac{1}{\sqrt{s^2+z^2}}\right]_0^R\nonumber\\
&=\frac{Np}{2\varepsilon_0}\left(1-\frac{z}{\sqrt{z^2+R^2}}\right).
\label{eq:disc}
\end{align}
Below the disc the potential has the opposite sign, because Eq.~(\ref{eq:point}) is odd in $z$. For $R\gg z$ the two sides are at $+Np/(2\varepsilon_0)$ and $-Np/(2\varepsilon_0)$, and their difference is again $Np/\varepsilon_0$. The factor $1/2$ belongs to one side. Equating the one-sided value to the full $0.5$ V would give twice the correct density.

The nearest dipole contributes $Np/(4\pi\varepsilon_0)$ at height $a$. Compared with the one-sided potential of a wide layer, this is the fraction
\begin{equation}
\frac{Np/(4\pi\varepsilon_0)}{Np/(2\varepsilon_0)}=\frac{1}{2\pi}\approx 0.16 .
\end{equation}
The other 84\,\% comes from the rest of the layer. Equation~(\ref{eq:disc}) also shows how far one must go to collect it. Half of the wide-layer value is reached when $z/\sqrt{z^2+R^2}=1/2$, that is, when $R=\sqrt3\,z$. At $z=a$ this disc has the area $3\pi a^2$ and holds about nine dipoles. The potential of one dipole falls off as $s^{-3}$ at large $s$, but the number of dipoles in a ring grows as $s$, so the sum converges slowly: the part missing beyond $R$ is the fraction $z/R$ for $R\gg z$.

\subsection{Discrete dipoles}

The ring sum treats the layer as continuous. To see when this is justified, consider the potential above a square lattice of dipoles. In the charge-free region it obeys Laplace's equation, and it is periodic in the lateral position $\mathbf s$. It can therefore be written as
\begin{equation}
V(\mathbf s,z)=V_0(z)+\sum_{\mathbf G\neq0}f_{\mathbf G}(z)\,e^{i\mathbf G\cdot\mathbf s},
\end{equation}
where $\mathbf G$ runs over the lateral wave vectors of the lattice. Laplace's equation requires $f_{\mathbf G}''=G^2f_{\mathbf G}$ for each term. The solution that stays finite far above the layer is proportional to $e^{-Gz}$. The smallest nonzero $G$ is $2\pi/a$, so the slowest lateral variation falls by $e^{-2\pi}\approx1.9\times10^{-3}$ for each spacing $a$ in height. The average $V_0$ keeps its constant value. This exponential decay needs a periodic arrangement. For dipoles placed independently at random, the variance of the potential is $N\int v^2\,2\pi s\,ds$ with $v$ from Eq.~(\ref{eq:point}). The root-mean-square variation is then $\sqrt{\pi/2}\,[Np/(4\pi\varepsilon_0)]\,a/z$, which is $0.05$ V at $z=a$ and falls only as $1/z$. The average step is unchanged, but a disordered layer is much rougher than the lattice treated here.

A direct Coulomb sum over charge pairs $\pm e$ in a disc of radius $300a$ tests this picture. The results are as follows.
\begin{center}
\begin{tabular}{lcc}
 & $z=a$ & $z=2a$\\
\hline
Above a dipole (V) & 0.25118 & 0.24834\\
Above a cell centre (V) & 0.24744 & 0.24833\\
Eq.~(\ref{eq:disc}) (V) & 0.24917 & 0.24833
\end{tabular}
\end{center}
At one spacing the two positions differ by $3.7\times10^{-3}$ V, which is $0.7\,\%$ of the full step. At two spacings they differ by $6.6\times10^{-6}$ V. The ratio is $1.8\times10^{-3}$, within about 5\,\% of the predicted factor. The remaining gap comes from the sharp edge of the disc, not from the lattice picture.

Between $z=-2a$ and $z=2a$ the sum gives a step of $0.4967$ V, not $0.5$ V. The deficit is the finite-disc effect: the missing fraction is $z/R=2/300$, and this fraction of $0.5$ V is $0.0033$ V. The same correction applies to an isolated circular patch of dipoles. On its axis, at a height equal to its radius, Eq.~(\ref{eq:disc}) leaves the fraction $1-1/\sqrt2\approx0.29$ of the wide-layer value. A patch acts as a full step only at heights much smaller than the lateral distance to its rim. Close above the rim itself, about half of the wide-layer value is left.

\subsection{What screening would change}

Suppose now that 1 D is the moment of fixed source charges embedded in a polarizable slab of relative permittivity $\varepsilon_r$, with all source charges inside the slab. The displacement $D=\varepsilon_0\varepsilon_rE$ obeys $dD/dz=\rho$, where $\rho$ contains the source charges alone, and $D$ vanishes outside them. The integration by parts used for Eq.~(\ref{eq:moment}) now gives
\begin{equation}
\int D\,dz=-\int z\,\rho\,dz=-Np .
\end{equation}
Wherever $D$ is nonzero the permittivity is $\varepsilon_0\varepsilon_r$, so
\begin{equation}
\Delta V=-\int\frac{D}{\varepsilon_0\varepsilon_r}\,dz=\frac{Np}{\varepsilon_0\varepsilon_r}.
\label{eq:screened}
\end{equation}
For the model value $\varepsilon_r=4$, the density found above gives a step of $0.125$ V, in agreement with the numerical solution of Poisson's equation with the slab included. Restoring $0.5$ V takes four times the density, $5.31\times10^{18}$ m$^{-2}$. The slab is a model. A bulk permittivity is a macroscopic, linear quantity and need not describe the response between charges an \aa ngstr\"om or less apart, so the factor $1/\varepsilon_r$ shows the direction of the effect, not its size at a real interface.

This does not contradict Eq.~(\ref{eq:N}). The polarization of the slab is $P=D-\varepsilon_0E=(1-1/\varepsilon_r)D$. Its moment per area is $\int P\,dz=-(1-1/\varepsilon_r)Np$, opposite to the source moment. The total is
\begin{equation}
Np-\left(1-\frac1{\varepsilon_r}\right)Np=\frac{Np}{\varepsilon_r},
\end{equation}
and dividing this total by $\varepsilon_0$ gives Eq.~(\ref{eq:screened}). The vacuum formula thus remains valid when the total moment is inserted. Dividing a total moment by $\varepsilon_r$ as well would count the screening twice.

The same care is needed if 1 D is the moment of an isolated molecule or bond. From Eq.~(\ref{eq:point}), the normal field of one dipole at another in the same plane is $-\partial v/\partial z=-p/(4\pi\varepsilon_0s^3)$ at $z=0$. It points against the dipoles. If they are polarizable, their moments in the layer are smaller than in isolation, and the density that Eq.~(\ref{eq:N}) gives for the isolated moment produces less than $0.5$ V. Packing the dipoles more densely also strengthens the opposing field. For point dipoles of polarizability volume $\alpha'$ on a square lattice, the moment is reduced by the factor $1/(1+9.03\,\alpha'N^{3/2})$, where $9.03$ is the lattice sum of $(a/s)^3$, and the step passes through a maximum as $N$ grows. For 1 D and $\alpha'=10$ \AA$^3$, a density of $1.56\times10^{18}$ m$^{-2}$ restores $0.5$ V. Above about $28$ \AA$^3$ no density reaches it in this model.

\subsection{Meaning for a gate stack}

The smeared layer has no field outside itself. Inserting it therefore leaves the fields elsewhere in the stack unchanged if the charges on the gate and in the semiconductor are held fixed. The voltage across the stack changes by the step alone, whatever the thickness of the insulator. If the dipoles point towards the gate, the gate side is raised by $\Delta V$, and the gate voltage needed for the same semiconductor charge rises by $0.5$ V. If they point away from the gate, it falls by the same amount. The value $0.5$ V holds only if 1 D is the total moment of each dipole in place. If it is the moment of source charges inside an insulator, Eq.~(\ref{eq:screened}) gives about $0.13$ V for $\varepsilon_r=3.9$ and $0.025$ V for $\varepsilon_r=20$.

In Eq.~(\ref{eq:N}), $N$ counts aligned dipoles. If $N_+$ per area point up and $N_-$ point down, Eq.~(\ref{eq:moment}) contains the net moment $(N_+-N_-)p$, and it is the difference $N_+-N_-$ that must reach $1.33\times10^{14}$ cm$^{-2}$. The computed values behind these figures are listed in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Vacuum permittivity: 8.854188e-12 F/m
Elementary charge: 1.602177e-19 C
One debye: 3.33564e-30 C m
Required potential step: 0.500 V
Required dipole density: 1.3272e+18 1/m^2
Required dipole density, converted: 1.3272e+14 1/cm^2
Area per dipole: 7.5346e-19 m^2
Square-lattice spacing: 8.6802e-10 m
Charge separation for charges +e and -e: 2.0819e-11 m
Smeared field magnitude between the sheets: 2.4016e+10 V/m
Step from Poisson solution, vacuum: 0.500000 V
Relative permittivity of contrast case: 4.0
Step from Poisson solution, contrast case: 0.125000 V
Density for full step, contrast case: 5.3088e+18 1/m^2
Disc radius in lattice sum: 300 spacings
Disc radius in lattice sum: 2.6041e-07 m
Height 1 a, smooth disc formula: 0.249167 V
Height 1 a, sum above a dipole: 0.251180 V
Height 1 a, sum above cell centre: 0.247438 V
Height 1 a, lateral difference: 3.741e-03 V
Height 2 a, smooth disc formula: 0.248333 V
Height 2 a, sum above a dipole: 0.248337 V
Height 2 a, sum above cell centre: 0.248330 V
Height 2 a, lateral difference: 6.642e-06 V
Height -2 a, sum below a dipole: -0.248337 V
Lattice-sum step from -2 a to +2 a: 0.496673 V
\end{verbatim}
